# Temperature error of a ratio pyrometer on a non-grey wafer

**Q:** A ratio pyrometer is said to need no emissivity, because it divides one signal by another. I doubt that. A wafer under a growing film changes colour. What does the division remove?

**A:** It removes a factor common to both bands, and nothing else. Let the bands be narrow, with wavelengths $\lambda_1<\lambda_2$, and let the wafer have true temperature $T$ and spectral emissivities $e_1$ and $e_2$ in the viewing direction. In local thermal equilibrium its emitted spectral radiance is

$$L_i=e_i\,\frac{2hc^2}{\lambda_i^5}\,\frac{1}{\exp(x_i)-1},\qquad x_i=\frac{c_2}{\lambda_iT},\qquad c_2=\frac{hc}{k}.$$

For now the wafer is opaque and no outside light reaches the detector by reflection. The detector gains have been calibrated on a black body, so each signal can be read as a radiance. If $e_1=e_2$, the emissivity cancels from $L_1/L_2$. This is the grey assumption. If $e_1\ne e_2$, the factor $e_1/e_2$ stays in the ratio, and the instrument takes it for an effect of temperature.

**Q:** Then how large is the mistake? Planck's law does not look easy to invert.

**A:** It is easy in the Wien limit, $\exp(-x_i)\ll1$. Write

$$\frac{1}{\exp(x_i)-1}=\frac{\exp(-x_i)}{1-\exp(-x_i)}\simeq\exp(-x_i).$$

The true signal ratio is then

$$R=\frac{L_1}{L_2}=\frac{e_1}{e_2}\left(\frac{\lambda_2}{\lambda_1}\right)^5\exp\left(-\frac{c_2\Lambda}{T}\right),\qquad \Lambda=\frac1{\lambda_1}-\frac1{\lambda_2}>0.$$

The instrument reports the temperature $T_r$ at which a grey body would give the same ratio:

$$R=\left(\frac{\lambda_2}{\lambda_1}\right)^5\exp\left(-\frac{c_2\Lambda}{T_r}\right).$$

Equate the two expressions, cancel the wavelength factor and take logarithms:

$$\ln\frac{e_1}{e_2}-\frac{c_2\Lambda}{T}=-\frac{c_2\Lambda}{T_r}.$$

Moving the temperature terms to one side and dividing by $c_2\Lambda$ gives

$$\boxed{\frac1T-\frac1{T_r}=s,\qquad s=\frac{\ln(e_1/e_2)}{c_2(1/\lambda_1-1/\lambda_2)}}$$

**Q:** Error usually means indicated minus true. You have subtracted the other way round.

**A:** Yes. The formula is the true inverse temperature minus the indicated one. With the usual order it takes a minus sign:

$$\frac1{T_r}-\frac1T=-s.$$

The physics fixes the direction. A hotter body has a larger share of its radiation at short wavelength. If $e_1>e_2$, the emissivity adds to that share, the wafer looks too hot, and $T_r>T$. This agrees with $s>0$.

**Q:** A process engineer wants kelvins, not inverse kelvins.

**A:** Solve for the reading:

$$\frac1{T_r}=\frac1T-s=\frac{1-sT}{T}\quad\Rightarrow\quad T_r=\frac{T}{1-sT}.$$

Subtracting $T$ gives

$$T_r-T=\frac{T-T(1-sT)}{1-sT}=\frac{sT^2}{1-sT}.$$

For $|sT|\ll1$ this is close to $sT^2$. At fixed $s$, the error in kelvins therefore grows roughly as the square of the temperature.

**Q:** The denominator can vanish. What does the instrument do then?

**A:** A finite positive reading needs $sT<1$, that is,

$$\frac{e_1}{e_2}<\exp\left(\frac{c_2\Lambda}{T}\right).$$

Beyond this, the measured ratio exceeds what a grey Wien emitter gives at any temperature. But the Wien form must hold at $T_r$ as well as at $T$, and it fails before the reading diverges. At very high temperature $\exp(x)-1\simeq x$, so the Planck radiance varies as $\lambda^{-5}/x\propto\lambda^{-4}T$. The grey ratio then tends to $(\lambda_2/\lambda_1)^4$ instead of $(\lambda_2/\lambda_1)^5$. For a wafer that is itself in the Wien regime, the limit on $e_1/e_2$ is thus lower than the one above by the factor $\lambda_2/\lambda_1$.

**Q:** How good is the Wien form below that extreme?

**A:** Take an instrument that inverts the full Planck ratio, and ask how its grey ratio $R_P$ responds to $u=1/T$. Apart from a constant,

$$\ln R_P=\ln[\exp(x_2)-1]-\ln[\exp(x_1)-1].$$

Since $dx_i/du=c_2/\lambda_i$, each logarithm has the derivative

$$\frac{d}{du}\ln[\exp(x_i)-1]=\frac{c_2}{\lambda_i}\frac{\exp(x_i)}{\exp(x_i)-1}=\frac{c_2}{\lambda_i}\frac1{1-\exp(-x_i)}.$$

Therefore

$$\frac{d\ln R_P}{du}=-c_2G,\qquad G=\frac{1/\lambda_1}{1-\exp(-x_1)}-\frac{1/\lambda_2}{1-\exp(-x_2)}.$$

The reading satisfies $\ln R_P(1/T_r)=\ln R_P(1/T)+\ln(e_1/e_2)$. To first order in the emissivity logarithm,

$$\frac1T-\frac1{T_r}\simeq\frac{\ln(e_1/e_2)}{c_2G}.$$

To compare $G$ with $\Lambda$, use $1/(1-\exp(-x))=1+1/(\exp(x)-1)$:

$$\frac{c_2(G-\Lambda)}{T}=\frac{x_1}{\exp(x_1)-1}-\frac{x_2}{\exp(x_2)-1}.$$

The function $x/(\exp(x)-1)$ falls with $x$, because its inverse $(\exp(x)-1)/x=1+x/2+x^2/6+\dots$ rises. As $x_1>x_2$, it follows that $G<\Lambda$. Small errors are therefore larger than the Wien formula says.

At 1170 K with bands at 4 and 5 µm, and $e_1/e_2$ close to 1, the Planck error in inverse temperature is 1.15 times the Wien error. With the first band between 700 and 850 nm and the second between 900 and 1000 nm, the formula does much better. In 60 simulated cases, with $T$ from 900 to 1200 K and $|\ln(e_1/e_2)|$ from 0.02 to 0.15, numerical inversion of the Planck ratio differed from the Wien inverse-temperature error by at most $2.0\times10^{-5}$ of that error. At the least favourable corner of this range (1200 K, bands at 850 and 900 nm, $\ln(e_1/e_2)=0.15$) the deviation reaches $6\times10^{-5}$.

**Q:** Why should a wafer have two different emissivities at such close wavelengths? Silicon is not a dye.

**A:** A transparent film is enough. Consider silicon dioxide, index $n_f$ and thickness $d$, on smooth opaque silicon of index $n_s$, viewed along the normal. For an opaque body Kirchhoff's law gives $e=1-\mathcal R$, where $\mathcal R$ is the reflectance. The amplitude reflection coefficients of the two interfaces are

$$r_{01}=\frac{1-n_f}{1+n_f},\qquad r_{12}=\frac{n_f-n_s}{n_f+n_s}.$$

A round trip in the film adds the phase $\varphi=4\pi n_fd/\lambda$. Light that enters the film, reflects from the silicon and leaves carries the factor $(1-r_{01}^2)r_{12}\exp(i\varphi)$. Each further round trip multiplies it by $-r_{01}r_{12}\exp(i\varphi)$, because the upper interface seen from inside reflects with $-r_{01}$. Summing the geometric series,

$$r=r_{01}+\frac{(1-r_{01}^2)r_{12}\exp(i\varphi)}{1+r_{01}r_{12}\exp(i\varphi)}=\frac{r_{01}+r_{12}\exp(i\varphi)}{1+r_{01}r_{12}\exp(i\varphi)}.$$

In the last step the terms in $r_{01}^2r_{12}$ cancel. The squared modulus is

$$\mathcal R=\frac{r_{01}^2+r_{12}^2+2r_{01}r_{12}\cos\varphi}{1+r_{01}^2r_{12}^2+2r_{01}r_{12}\cos\varphi}.$$

The phase depends on $\lambda$, so the emissivities generally differ even if both indices are the same in the two bands.

**Q:** Put numbers in. I expect a degree or two.

**A:** Take a wafer at 1170 K, bands at 850 and 950 nm, and 200 nm of oxide. The indices are rough typical values, 1.45 for the oxide and 3.8 for hot silicon, at first the same in both bands. The phases are $\varphi_1=4\pi(1.45)(200/850)$ and $\varphi_2=4\pi(1.45)(200/950)$. The reflectance formula then gives

$$e_1=0.823,\qquad e_2=0.878,\qquad \ln(e_1/e_2)=-0.0644.$$

The temperature scale in the denominator is

$$c_2\Lambda=(1.43878\times10^7\ \text{nm K})\left(\frac1{850\ \text{nm}}-\frac1{950\ \text{nm}}\right)=1782\ \text{K}.$$

Hence

$$s=\frac{-0.06438}{1781.77\ \text{K}}=-3.613\times10^{-5}\ \text{K}^{-1}.$$

The reading is

$$T_r=\frac1{1/1170+3.613\times10^{-5}}\ \text{K}=1122.5\ \text{K},$$

which is 47 K below the true temperature. The first-order estimate $sT^2$ gives 49 K. The Wien form is not to blame, since $\exp(-x_2)=2.4\times10^{-6}$ and full Planck inversion moves the reading by less than 0.001 K.

**Q:** So the wafer is 47 K hotter than the controller thinks?

**A:** That holds when the true temperature is fixed at 1170 K. If a controller instead holds the reading at 1170 K, with the film unchanged, the boxed relation must be solved for $T$:

$$T=\frac1{1/T_r+s}=\frac1{1/1170-3.613\times10^{-5}}\ \text{K}=1221.6\ \text{K}.$$

The wafer is then 52 K above the set point. The two differences are unequal because the error is constant in inverse temperature, not in temperature.

**Q:** Surely a single-band pyrometer with a wrong emissivity would be worse.

**A:** Not here. Let it work at $\lambda$ with assumed emissivity $e_a$ and indicate $T_s$. In the Wien limit the common factors cancel, leaving

$$e_a\exp\left(-\frac{c_2}{\lambda T_s}\right)=e\exp\left(-\frac{c_2}{\lambda T}\right).$$

Taking logarithms and rearranging,

$$\frac1T-\frac1{T_s}=\frac{\lambda}{c_2}\ln\frac{e}{e_a}.$$

Set $e_a=0.660$, the emissivity of bare silicon in this model. The 850 nm instrument reads 18 K high and the 950 nm instrument 26 K high. Both are closer than the ratio pyrometer.

The reason lies in the coefficients. Since $1/\Lambda=\lambda_1\lambda_2/(\lambda_2-\lambda_1)$, equal logarithmic errors give a ratio error larger than that of band 1 by

$$\frac{1/\Lambda}{\lambda_1}=\frac{\lambda_2}{\lambda_2-\lambda_1}=\frac{950}{100}=9.5.$$

The logarithms are not equal here: $|\ln(e_1/e_2)|=0.064$, while $\ln(e_1/e_a)=\ln(0.823/0.660)=0.22$. The ratio does remove most of the emissivity change, but the factor 9.5 more than uses up the gain. In inverse temperature, the ratio method beats band 1 if

$$\frac{\lambda_2}{\lambda_2-\lambda_1}\left|\ln\frac{e_1}{e_2}\right|<\left|\ln\frac{e_1}{e_a}\right|.$$

This holds, for example, when an unknown loss dims both bands by the same factor and the surface is otherwise grey.

**Q:** Then move the bands together. The emissivities become equal and the error disappears.

**A:** The numerator disappears, but so does the denominator. Put $\Delta=\lambda_2-\lambda_1$ and let both bands approach $\lambda$. For a smooth emissivity,

$$\ln\frac{e_1}{e_2}\simeq-\Delta\,\frac{d\ln e}{d\lambda},\qquad \Lambda=\frac{\Delta}{\lambda_1\lambda_2}\simeq\frac{\Delta}{\lambda^2}.$$

The separation cancels:

$$s\to-\frac{\lambda^2}{c_2}\frac{d\ln e}{d\lambda}.$$

For the same film at 900 nm this limit gives an error of $-48$ K, practically the value found with bands 100 nm apart. At other thicknesses the two values differ more, but the error does not shrink: with 400 nm of oxide the limit gives $+127$ K against $+121$ K for the separated bands. What the instrument needs is a small spectral slope, not merely a small separation.

Close bands also carry a penalty. An error in the relative detector gain enters exactly as $e_1/e_2$ does, but it does not shrink with $\Delta$. With the 850 and 950 nm bands, a 1% gain-ratio error on a grey wafer at 1170 K already shifts the reading by 7.7 K. Closer bands reduce $\Lambda$ and enlarge that shift.

**Q:** If the film always makes the instrument read low, I could add a constant correction.

**A:** The sign changes as the film grows. These are the model readings for a wafer kept at a true 1170 K:

| Oxide (nm) | Reading (K) |
|---:|---:|
| 0 | 1170 |
| 100 | 1198 |
| 200 | 1123 |
| 300 | 1156 |
| 400 | 1291 |
| 500 | 1078 |
| 600 | 1120 |

The sign follows from the reflectance. Write $y=2r_{01}r_{12}\cos\varphi$, so that $\mathcal R=(A+y)/(B+y)$ with $A=r_{01}^2+r_{12}^2$ and $B=1+r_{01}^2r_{12}^2$. Then

$$\frac{d\mathcal R}{dy}=\frac{B-A}{(B+y)^2},\qquad B-A=(1-r_{01}^2)(1-r_{12}^2)>0.$$

Both interface coefficients are negative, so their product is positive. Thus $\mathcal R$ rises with $\cos\varphi$, and $e$ falls with it. Hence $e_1-e_2$ has the sign of

$$\cos\varphi_2-\cos\varphi_1=2\sin\frac{\varphi_1+\varphi_2}{2}\sin\frac{\varphi_1-\varphi_2}{2}.$$

Up to 600 nm of oxide the second sine is positive once a film is present. The first changes sign when $\varphi_1+\varphi_2=2\pi m$, with $m$ a positive integer, or

$$d=\frac{m\lambda_1\lambda_2}{2n_f(\lambda_1+\lambda_2)}=m\,\frac{850\times950}{2(1.45)(1800)}\ \text{nm}\simeq155m\ \text{nm}.$$

The reading is therefore high up to about 155 nm, low up to about 309 nm, high up to about 464 nm, and then low again through 600 nm. In steps of 1 nm over this range, the extremes are 1291 K at 399 nm and 1041 K at 539 nm. A constant correction cannot follow these swings.

**Q:** You gave silicon one index in both bands and let the film do all the work. Is that fair to a real reactor?

**A:** It isolates the interference, but it is too simple for an accurate correction. The temperature is roughly that of high-temperature oxide deposition, near 900 °C, and 200 nm is a plausible oxide thickness. The assumed geometry is a smooth wafer in a cold-wall chamber; batch furnaces for this deposition usually have hot walls, a case taken up below. Real silicon has dispersion. With indices of 3.84 and 3.76 in the two bands, chosen as a rough estimate, the example reading falls by a further 5.4 K. A bare wafer with those indices already reads 9.4 K low, so the error-free reading in the table's first row belongs to the equal-index model.

Some other omissions matter less for these inputs. Filters 20 nm wide, also used in the calibration, shift the reading by 0.05 K. A silicon absorption index of 0.05, the same in both bands, shifts it by $-0.3$ K; with 0.05 in the first band and 0.02 in the second the shift is about $-1.0$ K. With an absorption index that large, a wafer of ordinary thickness is opaque. To see the effect of transmission, assume much weaker absorption instead: coefficients of 400 and 100 cm$^{-1}$ at 850 and 950 nm, in a 0.7 mm wafer with a cold, dark space behind it. The shift is then $+0.4$ K.

**Q:** And the heating lamps? They are far brighter than the wafer.

**A:** They can be the largest omission. Suppose the wafer is lit, from the direction that it mirrors into the pyrometer, with a fraction $f$ of the radiance of a black source at $T_L=2800$ K. It reflects the part $1-e_i$ of this light, so the signal becomes

$$S_i=e_iB_i(T)+f(1-e_i)B_i(T_L),$$

where $B_i$ is the black-body radiance in band $i$. Relative to the wafer's own emission, the added part is, in the Wien form,

$$f\,\frac{1-e_i}{e_i}\exp\left[\frac{c_2}{\lambda_i}\left(\frac1T-\frac1{T_L}\right)\right].$$

The exponential is larger in the shorter band. Here $e_1<e_2$, so $(1-e_i)/e_i$ is larger there too. Both effects raise the signal ratio and hence the reading. The calculated shift is $+5.1$ K for $f=10^{-5}$ and $+50$ K for $f=10^{-4}$.

The second case nearly cancels the film error of $-47$ K. The instrument would then be almost right at this thickness, for the wrong reason. Agreement at one film thickness does not establish that the emissivity assumption is sound.

**Q:** Would a hot-wall furnace suffer in the same way?

**A:** Not if its walls surround the wafer, are all at the wafer's temperature, and supply all the reflected light. The signal is then

$$S_i=e_iB_i(T)+(1-e_i)B_i(T)=B_i(T).$$

Reflection makes up what the wafer fails to emit, and the emissivity error vanishes. Walls at another temperature spoil this cancellation.

**Q:** In the cold-wall chamber, then, what extra information would repair the reading?

**A:** The ratio $e_1/e_2$ during growth. For a smooth opaque wafer it can be obtained from reflectances measured in the same two bands and the same direction:

$$\frac{e_1}{e_2}=\frac{1-\mathcal R_1}{1-\mathcal R_2}.$$

With stray light removed, the boxed relation converts the reading into the true temperature through $1/T=1/T_r+s$. On a rough surface, the reflectance must include scattered light as well as the mirror-like beam, because energy that is scattered has not been absorbed. The example's values carry more digits than the rough indices justify as a prediction for a particular wafer: changing the common silicon index from 3.8 to 3.6 or 4.0 moves the 200 nm reading by about 2 K.

## Values computed for the example and the checks

```
second radiation constant c2 = 1.43878e+07 nm K
true wafer temperature T = 1170.0 K
band wavelengths = 850, 950 nm
oxide thickness = 200 nm
indices, oxide and silicon = 1.45, 3.80 (no unit)
c2/(lambda T), bands 1, 2 = 14.467, 12.944 (no unit)
exp(-c2/(lambda2 T)) = 2.39e-06 (no unit)
c2(1/lambda1-1/lambda2) = 1781.77 K
emissivity e1 = 0.82289 (no unit)
emissivity e2 = 0.87761 (no unit)
ln(e1/e2) = -0.06438 (no unit)
1/T - 1/Tr = -3.6133e-05 1/K
ratio reading Tr, Wien formula = 1122.54 K
reading error Tr - T = -47.46 K
first-order reading error = -49.46 K
true temperature if reading is held at 1170 K = 1221.65 K
largest e1/e2 with finite reading = 4.585 (no unit)
bare silicon emissivity = 0.65972 (no unit)
single-band error at 850 nm = 18.15 K
single-band error at 950 nm = 26.38 K
amplification over band 1 = 9.50 (no unit)
coincident-band error at 900 nm = -47.60 K
reading with 0 nm oxide = 1170.00 K
reading with 100 nm oxide = 1197.94 K
reading with 200 nm oxide = 1122.54 K
reading with 300 nm oxide = 1156.44 K
reading with 400 nm oxide = 1291.40 K
reading with 500 nm oxide = 1078.02 K
reading with 600 nm oxide = 1119.91 K
lowest reading, 0-600 nm = 1041.32 K at 539 nm
highest reading, 0-600 nm = 1291.41 K at 399 nm
worst relative deviation in varied tests = 2.0e-05 (no unit)
Planck/Wien error at 4, 5 um = 1.1515 (no unit)
Shifts of the example reading from neglected effects:
Planck instead of Wien = -0.00054 K
20 nm filter width = 0.050 K
filter quadrature, 12 to 24 points = 2.3e-13 K
silicon indices 3.84, 3.76 = -5.40 K
same indices, bare wafer error = -9.36 K
silicon absorption index 0.05 = -0.337 K
wafer thickness = 0.7 mm
absorption, bands 1, 2 = 400, 100 1/cm
residual wafer transmission = 0.426 K
lamp temperature = 2800 K
lamp fraction 1e-05 = 5.07 K
lamp fraction 1e-04 = 49.98 K
1% gain-ratio error, grey wafer = 7.70 K
```
